Why one-shot GW from a semilocal start can underestimate the gap

A one-shot GW calculation that starts from a semilocal functional may raise the gap by several electronvolts and still stop short. If the reason is not known, the repair can go wrong. One may take the result for the prediction of GW itself, although it still carries the error of the starting gap. Or one may blame all of the shortfall on screening, rescale the dielectric constant with the Penn formula, and overshoot. In the model solved below, the one-shot gap is 9.0 eV and the gap with updated energies is 10.4 eV. Excess screening accounts for a little more than half of the difference, and the usual Penn scaling would overstate that part by a factor of about 2.6.

The reference here is GW with updated energies and random-phase (RPA) screening. It is not experiment, and a later section shows how electron-hole attraction moves it.

The model

An insulator has a filled level v and an empty level c at the edges of its gap, each belonging to a band narrow enough to be described by localized orbitals. The two orbitals sit on different sites, as on the anion and the cation of an ionic crystal, so a local potential can shift their levels by different amounts. Their densities have the same shape, with Fourier transform ρ(q) about each centre, and the orbitals stay fixed throughout. Exchange integrals between v and c, overlaps between neighbouring orbitals, and local-field effects in the screening are neglected. The self-energy of each level also keeps only that level's own pole of G. Its coupling to other empty states is left out; it lowers both levels by similar amounts and largely cancels in the gap. Formulas use atomic units (ħ = m = e = 4πε₀ = 1); energies in the example are in eV.

Let h_v and h_c be the level energies without exchange and correlation, and E_H = h_c − h_v. The semilocal exchange-correlation potential adds x_v and x_c, so the starting levels and gap are

ε_v = h_v + x_v,  ε_c = h_c + x_c,  E_s = E_H + x_c − x_v.

GW removes x_v and x_c and puts a self-energy in their place. That self-energy contains the screened interaction W, and W depends on the gap used to compute it.

Screening and the Penn gap

For N electrons in a local potential, let ρ_q = Σ_j exp(iq·r_j). The potential commutes with ρ_q, so only the kinetic energy contributes to

[ρ_q, H] = Σ_j exp(iq·r_j)(iq·∇_j − q²/2).

A second commutator, with ρ_q†, lets the gradient act on exp(−iq·r_j), which gives iq·(−iq) = q² per electron:

⟨[[ρ_q, H], ρ_q†]⟩ = N q².

Inserting excited states s of energy E_s0 above the ground state turns the left side into the sum of E_s0|⟨s|ρ_q|0⟩|² and the same expression with ρ_q†. By time-reversal symmetry the two are equal, hence the f-sum rule

Σ_s E_s0 |⟨s|ρ_q|0⟩|² = N q²/2.

The RPA dielectric function in volume 𝒱 is

ε(q,ω) = 1 + (4π/q²)(2/𝒱) Σ_s |⟨s|ρ_q|0⟩|² E_s0/(E_s0² − ω²).

Penn's simplification gives all transitions one energy P_q. The f-sum rule then fixes the total strength, Σ_s|⟨s|ρ_q|0⟩|² = Nq²/(2P_q). With the plasmon energy ω_p² = 4πN/𝒱, the static value becomes

ε(q,0) = 1 + ω_p²/P_q².

At long wavelength P_q is the Penn gap P. It is an average transition energy and exceeds the minimum gap E; I write P = E + D with a constant offset D. At short wavelength an excited electron carries the kinetic energy q²/2, so I take P_q = P + q²/2 as a simple interpolation. At short wavelength only its leading term is right: there Σ_s|⟨s|ρ_q|0⟩|² tends to N, and the f-sum rule gives q²/2 without the added P. The gaps computed below depend on this choice.

How good is a single energy? With ⟨…⟩ the average weighted by |⟨s|ρ_q|0⟩|², the full sum gives ε − 1 = ω_p²⟨1/E⟩/⟨E⟩, while the Penn value is ω_p²/⟨E⟩². Their ratio, ⟨E⟩⟨1/E⟩, is at least 1, and it equals 1 only if all transitions have the same energy. For a one-dimensional crystal with potential V₀cos(2πx/L), L = 6 bohr and the lowest band filled, diagonalization in plane waves gives a long-wavelength ratio of 1.01 at V₀ = 0.8 hartree and 1.08 at V₀ = 0.1 hartree. The weaker potential has the wider spread relative to its mean energy.

Two ways to open a gap

Suppose the mean transition energy grows by Δ, from its starting value P⁰_q to P_q = P⁰_q + Δ. For a rigid shift of the levels, Δ is also the growth of the gap. The effect on ε depends on what raised the transition energy.

If a deeper local potential did, the f-sum rule still holds. The orbitals contract, the summed squares of the matrix elements shrink as 1/P_q, and, if all transitions at a given q share one energy, ε − 1 varies as 1/P_q². One power comes from the strength and one from the energy denominator.

If the energies are shifted while the orbitals stay the same, as in a GW calculation that updates only eigenvalues, the strength keeps its starting value Nq²/(2P⁰_q). Only the denominator changes:

ε(q,ω) = 1 + A_q/(P_q² − ω²),  A_q = ω_p² P_q/P⁰_q,

ε(q,0) = 1 + ω_p²/(P⁰_q P_q).

This is the first power. In the same crystal, raising V₀ from 0.8 to 2.0 hartree lifts the mean transition energy from 0.766 to 1.328 hartree, and ε − 1 follows it with power −2.01. A rigid shift of 0.2 hartree at fixed orbitals gives power −1.01. These crystal values are for long wavelength. At shorter wavelengths the transition energies can spread more, and both powers then hold less well. Using a single energy at every q is an assumption of the model.

The rigid shift has a price: the f-sum is multiplied by P_q/P⁰_q, which in the crystal is 1 + 0.2/0.766 = 1.26. The shift stands for a nonlocal self-energy, which does not commute with ρ_q. The interacting electrons themselves do obey the f-sum rule, because the Coulomb interaction commutes with ρ_q. The excess is therefore a defect of using shifted energies in the RPA without the matching vertex corrections. I keep the first-power law because it describes what an eigenvalue update computes.

The self-energy of a level

The orbital average of the bare interaction is

J = ∫ d³q/(2π)³ (4π/q²)|ρ(q)|² = (2/π)∫₀^∞ |ρ(q)|² dq ≡ Σ_q v_q.

The last form is shorthand: v_q includes the density factor and the integration weight. The correlation part of W at each q is v_q(1/ε − 1). From the dielectric function above,

1/ε − 1 = −A_q/(P_q² + A_q − ω²) = A_q/(ω² − Ω_q²),  Ω_q² = P_q² + A_q.

The single pole Ω_q is a plasmon-like excitation. Partial fractions, with the time-ordered infinitesimals, give

v_q(1/ε − 1) = M_q²[1/(ω − Ω_q + iη) − 1/(ω + Ω_q − iη)],  M_q² = v_q A_q/(2Ω_q).

The self-energy is Σ(ω) = (i/2π)∫dω′ exp(iω′η) G(ω + ω′)W(ω′). For the filled level, G(z) = 1/(z − ε_v − iη) has its pole in the upper half of the ω′ plane. The correlation integrand falls off fast enough to close the contour below, where it meets only the pole at Ω_q − iη. The clockwise contour gives −2πi, and the prefactor i/2π turns this into +1:

Σ_v(ω) = −J + Σ_q M_q²/(ω − ε_v + Ω_q).

The −J is bare exchange. It comes from the frequency-independent part of W, for which the factor exp(iω′η) requires closing above: (i/2π)(2πi)J = −J. For the empty level the pole of G lies below. There is no bare exchange with itself, and closing above picks the pole at −Ω_q + iη:

Σ_c(ω) = Σ_q M_q²/(ω − ε_c − Ω_q).

First take the poles of G at the final quasiparticle energies. Each self-energy is then evaluated at its own pole, and the correlation terms are +R for v and −R for c, with

R = Σ_q M_q²/Ω_q = ½ Σ_q v_q A_q/Ω_q².

Since ε(q,0) − 1 = A_q/P_q², the fraction A_q/Ω_q² equals 1 − 1/ε(q,0). Therefore

R = ½(J − J_scr),  J_scr = Σ_q v_q/ε(q,0).

The levels are E_v = h_v − J + R and E_c = h_c − R, and the gap is

E = E_H + J − 2R = E_H + J_scr.

The frequency dependence of W has not been dropped, yet the static screened interaction is what remains. R has a direct meaning. A fixed charge coupled to an oscillator has the energy Ωb†b + M(b + b†) = Ω(b† + M/Ω)(b + M/Ω) − M²/Ω, so the medium relaxes by M²/Ω. Relaxation around a hole makes removal cheaper and raises E_v; relaxation around an added electron lowers E_c. Both reduce the gap, and more screening reduces it more.

Why a small starting gap overscreens

Write F(E) for J_scr computed with gap E in W. At each q, with a_q = ω_p²/P⁰_q,

1/ε = P_q/(P_q + a_q),  d(1/ε)/dE = a_q/(P_q + a_q)² > 0.

So F rises with E. Its second derivative contains −2a_q/(P_q + a_q)³ and is negative, so F is concave. The self-consistent gap E* satisfies

E* = E_H + F(E*).

Let c = E_H + F(E_s) − E_s be the correction obtained with the starting W. If c > 0, the concave function E_H + F(E) − E is positive at E_s and tends to −∞ at large E, because F cannot exceed J. It therefore has one zero above E_s, and this is E*. As F rises,

E_H + F(E_s) < E_H + F(E*) = E*.

This is the overscreening effect: a gap that is too small makes the medium too polarizable, J_scr too small, and the corrected gap too small. If c < 0 and E_H ≥ 0, the same function is positive at E = 0 and negative at E_s, so its only positive zero lies below E_s. The starting gap is then too large and the inequality turns round.

The initial slope s = dF/dE at E_s measures how much of the starting error survives through W. From a_q/P_q = ε − 1,

s = Σ_q v_q (ε − 1)/(ε² P_q).

A concave curve lies below its tangent, so F(E*) − F(E_s) ≤ s(E* − E_s). Since E* − E_s = c + F(E*) − F(E_s), it follows for s < 1 that

F(E*) − F(E_s) ≤ s c/(1 − s).

Two limits help in reading s. Suppose neither ε nor P_q depended on q, so that P_q = P. Then s = J(ε − 1)/(ε²P), which vanishes for weak screening, where there is little to get wrong. For strong screening it tends to J/(εP). A large error in ε then matters less, because it acts on an interaction that is already small. At given P the slope is largest at ε = 2, where it equals J/(4P). A large error in the dielectric constant is thus no direct measure of the error in the gap.

The second cause: poles of G left behind

One-shot GW also keeps the poles of G at ε_v and ε_c. Assume that the two levels move symmetrically, E_v = ε_v − y and E_c = ε_c + y, so that y = (E − E_s)/2. The two quasiparticle equations are

−y = −x_v − J + Σ_q M_q²/(Ω_q − y),

y = −x_c − Σ_q M_q²/(Ω_q − y).

Adding them gives x_v + x_c = −J. Symmetric motion thus requires the semilocal potential to average −J/2 over the two levels, and I assume that it does. Subtracting the first from the second gives 2y = x_v − x_c + J − 2Σ_q M_q²/(Ω_q − y). With E = E_s + 2y and E_s = E_H + x_c − x_v,

E = E_H + J − 2 Σ_q M_q²/(Ω_q − (E − E_s)/2).

When the gap opens, y is positive and the denominators are smaller than Ω_q. The relaxation energy is overestimated, and the gap falls below E_H + F(E_s) even though W is the same. For one immobile charge coupled linearly to oscillators, the relaxation energy M²/Ω does not depend on where a starting calculation placed the level. The lowering by unshifted poles is therefore an artefact in this model, separate from overscreening.

A wide-gap insulator in numbers

The conduction edge of a real ionic crystal is usually a broad band, and neighbouring orbitals overlap, so the numbers below illustrate the model and do not predict a material. Take round parameters of the size met in wide-gap insulators: E_s = 6 eV, D = 5 eV, ω_p = 20 eV, E_H = 4 eV, and a Gaussian orbital density exp(−r²/a²) with a = 1.5 bohr. Its transform is ρ(q) = exp(−q²a²/4), so J = √(2/π)/a, which is 14.47 eV. The remaining integrals over q are done by Gauss-Legendre quadrature.

The starting Penn gap is 6 + 5 = 11 eV, and the long-wavelength dielectric constant is

ε = 1 + 20²/11² = 4.31.

The screened interaction is J_scr = 5.59 eV. Dividing J by 4.31 would give 3.36 eV, which is too low because the medium screens the short-wavelength part of a compact charge less well. With G updated and W kept from the start, the gap is

4 + 5.59 = 9.59 eV.

The relaxation energy per level is R = (14.47 − 5.59)/2 = 4.44 eV.

The one-shot equation, solved numerically, gives 9.01 eV. A mean oscillator shows why. The coupling-weighted energy Σ_q M_q²/R is 25.2 eV, and y = (9.01 − 6)/2 = 1.51 eV. Leaving the poles behind multiplies R by about 25.2/(25.2 − 1.5) = 1.06, which adds 4.44 × 1.5/23.7 = 0.28 eV to it. The gap falls by twice this amount, from 9.59 eV to about 9.0 eV, close to the numerical solution.

Updating both G and W until the gap stops changing gives E* = 10.40 eV. The Penn gap is then 15.40 eV, and

ε = 1 + 20²/(11 × 15.40) = 3.36,

with J_scr = 6.40 eV. The starting dielectric constant is 28% above this value.

The one-shot gap is 1.38 eV below E*. Of this, 9.59 − 9.01 = 0.58 eV comes from the poles of G and 10.40 − 9.59 = 0.81 eV from overscreening (each number is rounded separately). The split depends little on the order: with G left at the start and W taken from E*, the gap is 9.84 eV, so correcting W first gains 0.83 eV.

The slope is s = 0.20 and c = 9.59 − 6 = 3.59 eV, so the linear bound on the overscreening part is 0.2023 × 3.587/0.7977 = 0.91 eV. The actual 0.81 eV is lower because F bends down as the gap opens.

With the second-power law, the derivative of 1/ε at the starting gap is 2(ε − 1)/(ε²P_q), and the slope doubles to 0.40. The self-consistent gap becomes 11.71 eV, and the part assigned to overscreening 11.71 − 9.59 = 2.12 eV in place of 0.81 eV. The Penn formula defines the starting medium of this model, but its square must not be carried over to an update at fixed orbitals.

Choosing another starting gap

If E_s equals E*, then y = 0 and W is built with E*, so the one-shot equation returns E*. This suggests starting from a larger gap. Keep the orbitals and their matrix elements, and keep x_v + x_c = −J, while changing E_s. Starting gaps of 7, 8 and 9 eV give one-shot gaps of 9.37, 9.70 and 10.00 eV. Each additional electronvolt at the start survives as roughly a third of an electronvolt in the result.

Both causes contribute to that third. At fixed W, differentiating the one-shot equation gives

dE/dE_s = g/(1 + g),  g = Σ_q M_q²/(Ω_q − y)².

The mean oscillator gives g ≈ 4.44 × 25.2/23.7² = 0.20, hence a contribution of about 0.17 from G. The remainder, of similar size, comes from W. A hybrid functional can supply a larger starting gap, but it also changes the orbitals, which this estimate leaves out.

In practice, the two causes can be separated by three calculations with the same orbitals: one-shot, G updated with W kept, and both updated. Taken in this order, the first difference measures the unshifted poles and the second the overscreening. A fourth calculation, with G kept at the start and W built from the final energies, shows how far the split depends on the order.

When overscreening is cancelled

RPA screening treats the excited electron and hole as independent. Their attraction lowers the energies at which the medium absorbs and so increases its polarizability. As a simple estimate, let the attraction lower the mean transition energy by B at unchanged matrix elements. Then W is built with E − B in place of E, and the gap satisfies

E = E_H + F(E − B).

B describes the bulk of the transitions that screen, not the binding energy of the lowest exciton. For B = 2 eV the self-consistent gap drops from 10.40 to 9.97 eV, and the overscreening part from 0.81 to 9.97 − 9.59 = 0.38 eV. It vanishes when E − B = E_s, that is, when

B = E_H + F(E_s) − E_s = c = 3.59 eV.

The starting gap then gives the right W: the missing quasiparticle shift and the missing attraction cancel. This value of B is special. At unchanged matrix elements the f-sum is multiplied by (P⁰_q + E − B − E_s)/P⁰_q, so it is restored only at E − B = E_s. With a single energy and fixed strength, B = c is the only value that obeys the rule, and B = 2 eV leaves the long-wavelength sum 18% too large. Other values of B stand in for changes in the spread of the transitions and in their matrix elements, which can move the static response at fixed f-sum. For a larger B the semilocal start underscreens. The unshifted poles still lower the one-shot gap by 0.58 eV in each case, and the one-shot gap ends above the self-consistent one only for B above about 5.7 eV, where the long-wavelength f-sum is 24% too small.

A small semilocal gap therefore implies overscreening relative to RPA with quasiparticle energies. It implies overscreening relative to the real medium only if the quasiparticle shift exceeds the effective attraction. This is why the effect is a tendency and not a rule.

The argument also needs orbitals that are close to the final ones. If the semilocal calculation closes the gap, the starting medium has transitions at vanishing energy, and a single Penn energy can be a poor description of the response. If it inverts the band edges, the levels are in the wrong order. In either case the orbitals may have to be corrected as well as the energies.
